# Powder lineshape of an axial second-rank interaction

## What to store in a frequency bin

When a powder spectrum is computed on a frequency grid, one must decide whether each grid cell receives the lineshape at its midpoint or the integral of the lineshape over the cell. For an axial interaction the integral is the right choice. The ideal lineshape is infinite at one edge, but the area under it is finite and has a simple closed form.

Let $\nu_\parallel$ and $\nu_\perp$ be the resonance frequencies of crystallites whose symmetry axis lies along and across the static field, and let $\Delta=\nu_\parallel-\nu_\perp$, which may have either sign. For a cell from $a$ to $b$, define

$$
u(\nu)=\frac{\nu-\nu_\perp}{\Delta},
$$

replace values of $u$ below 0 by 0 and values above 1 by 1, and store

$$
W_{ab}=\left|\sqrt{u(b)}-\sqrt{u(a)}\right| .
$$

The underlying density is

$$
p(\nu)=\frac{1}{2\sqrt{\Delta(\nu-\nu_\perp)}},\qquad 0<\frac{\nu-\nu_\perp}{\Delta}<1, \tag{1}
$$

and zero outside this range. It has an inverse square-root divergence at $\nu_\perp$ and a step of height $1/(2|\Delta|)$ at $\nu_\parallel$.

These formulas describe one transition in a static powder with isotropically distributed axes. Every orientation contributes the same intensity, and there is no further broadening until it is added below. All frequencies are ordinary, not angular, frequencies, measured as offsets from a reference Larmor frequency $\nu_0>0$.

## Frequency of one crystallite

Take a spin 1/2 in a static field along the unit vector $\mathbf z$. With the spin operator $\mathbf I$ in units of $\hbar$, and the sign convention that a positive offset raises the resonance frequency, the Hamiltonian is

$$
\frac{H}{h}=\nu_0 I_z+\mathbf z\cdot\mathbf V\cdot\mathbf I .
$$

Here $\mathbf V$ is a symmetric shift tensor in frequency units. A dimensionless chemical-shift tensor becomes $\mathbf V$ when multiplied by $\nu_0$. Axial symmetry about a unit vector $\mathbf n$ means that

$$
\mathbf V=\nu_\perp\mathbf 1+\Delta\,\mathbf n\mathbf n^{T}.
$$

Acting on $\mathbf n$, this gives $\nu_\perp+\Delta=\nu_\parallel$. Acting on any vector perpendicular to $\mathbf n$, it gives $\nu_\perp$.

Let $\theta$ be the angle between $\mathbf n$ and $\mathbf z$, and write $\mathbf n=\cos\theta\,\mathbf z+\sin\theta\,\mathbf e$, with $\mathbf e$ a unit vector perpendicular to $\mathbf z$. Then

$$
\mathbf z\cdot\mathbf V=\nu_\perp\mathbf z+\Delta\cos\theta\,\mathbf n
=(\nu_\perp+\Delta\cos^2\theta)\,\mathbf z+\Delta\sin\theta\cos\theta\,\mathbf e .
$$

The component along $\mathbf z$ commutes with the large term $\nu_0I_z$ and shifts the resonance in first order. The component along $\mathbf e$ has no diagonal elements in the eigenstates of $I_z$, so it has no first-order effect. The offset is therefore

$$
\nu(\theta)=\nu_\perp+\Delta\cos^2\theta. \tag{2}
$$

To see the second-rank form, introduce the isotropic offset, one third of the trace of $\mathbf V$:

$$
\nu_{\rm iso}=\frac{\nu_\parallel+2\nu_\perp}{3}=\nu_\perp+\frac{\Delta}{3}.
$$

Define the anisotropy as $\delta=\nu_\parallel-\nu_{\rm iso}$. Since $\nu_\parallel=\nu_\perp+\Delta$, this is $\delta=2\Delta/3$. Substituting $\nu_\perp=\nu_{\rm iso}-\Delta/3$ into equation (2) gives

$$
\nu(\theta)=\nu_{\rm iso}+\frac{\Delta}{3}(3\cos^2\theta-1)
=\nu_{\rm iso}+\delta\,\frac{3\cos^2\theta-1}{2}.
$$

The last fraction is the second Legendre polynomial of $\cos\theta$. An input file that specifies $\delta$ is thus converted by

$$
\nu_\parallel=\nu_{\rm iso}+\delta,\qquad
\nu_\perp=\nu_{\rm iso}-\frac{\delta}{2},\qquad
\Delta=\frac{3\delta}{2}.
$$

The word anisotropy could equally be attached to $\Delta$. Confusing $\delta$ with $\Delta$ changes the width of the pattern by a factor 3/2, so the definition should be fixed before parameters are exchanged.

### Cost of the first-order approximation

The full Hamiltonian has the form $H/h=AI_z+BI_e$, with $A=\nu_0+\nu(\theta)$ and $B=\Delta\sin\theta\cos\theta$. Its two levels are separated by $\sqrt{A^2+B^2}$. For $|B|\ll A$,

$$
\sqrt{A^2+B^2}=A\sqrt{1+\frac{B^2}{A^2}}\simeq A+\frac{B^2}{2A}.
$$

When the offsets are small compared with $\nu_0$, the denominator may be replaced by $2\nu_0$. The leading error of equation (2) is then

$$
\frac{\Delta^2\sin^2\theta\cos^2\theta}{2\nu_0}\le\frac{\Delta^2}{8\nu_0},
$$

because $\sin\theta\cos\theta=\tfrac12\sin2\theta$ has magnitude at most 1/2.

The quantization axis is tilted from $\mathbf z$ by an angle $\alpha$ with $\tan\alpha=B/A$, so to leading order its largest magnitude is $|\Delta|/(2\nu_0)$. If the radiofrequency field lies along $\mathbf e$, its component perpendicular to the tilted axis is reduced by $\cos\alpha$. The intensity is reduced by $\cos^2\alpha\simeq1-\alpha^2$. The tilt is not the largest intensity effect. The same tensor acts on the radiofrequency field and scales its component along $\mathbf e$ by $1+\mathbf e\cdot\mathbf V\cdot\mathbf e/\nu_0$. Since $\mathbf e\cdot\mathbf V\cdot\mathbf e$ ranges between $\nu_\perp$ and $\nu_\parallel$, the squared matrix element varies over orientations by about $2|\Delta|/\nu_0$, which is first order. Both effects are small in high field, so equal intensities remain a good approximation as far as the shift tensor is concerned.

This estimate belongs to the spin-1/2 shift Hamiltonian. Another interaction may lead to equation (2) in first order and still have a different second-order correction, which must be found from its own Hamiltonian.

## Weight of each orientation

In an isotropic powder, the probability that $\mathbf n$ points into a solid angle is proportional to that solid angle. With $\phi$ the azimuth about the field,

$$
dP=\frac{\sin\theta\,d\theta\,d\phi}{4\pi}.
$$

The frequency does not depend on $\phi$. Integrating over $\phi$ from 0 to $2\pi$ leaves

$$
dP=\frac12\sin\theta\,d\theta .
$$

Now set $x=\cos\theta$. Since $dx=-\sin\theta\,d\theta$, the magnitude of $\sin\theta\,d\theta$ is $|dx|$, and $x$ has the constant density 1/2 on $-1\le x\le1$. The minus sign means that $x$ falls as $\theta$ rises. It does not make a probability negative.

Equation (2) reads $\nu=\nu_\perp+\Delta x^2$, so $x$ and $-x$ give the same frequency. The two halves can be combined into one variable $0\le x\le1$ with density $1/2+1/2=1$. This folding accounts for both directions of the axis. An extra factor of 2 later would count them twice.

## Change of variables

On $0<x\le1$ each frequency belongs to one value of $x$. The crystallites in an interval $dx$ are the same crystallites that appear in the corresponding interval $d\nu$, so

$$
p(\nu)\,|d\nu|=1\cdot|dx|,
\qquad
p(\nu)=\frac{1}{|d\nu/dx|}.
$$

Differentiating $\nu=\nu_\perp+\Delta x^2$ gives $d\nu/dx=2\Delta x$. Solving the same relation for the non-negative root gives $x=\sqrt{(\nu-\nu_\perp)/\Delta}$. Hence

$$
p(\nu)=\frac{1}{2|\Delta|\sqrt{(\nu-\nu_\perp)/\Delta}} .
$$

To combine the factors, move $|\Delta|$ inside the root as $\Delta^2$:

$$
|\Delta|\sqrt{\frac{\nu-\nu_\perp}{\Delta}}
=\sqrt{\Delta^2\,\frac{\nu-\nu_\perp}{\Delta}}
=\sqrt{\Delta(\nu-\nu_\perp)} .
$$

This is equation (1). For positive $\Delta$ the pattern extends upward from $\nu_\perp$. For negative $\Delta$ it extends downward, and the product under the root is again positive. Reversing $\delta$ at fixed $\nu_{\rm iso}$ reverses $\nu-\nu_{\rm iso}$ for every orientation, so it reflects the whole pattern about $\nu_{\rm iso}$.

As $\Delta$ tends to zero, the interval shrinks to a point and the unit area collects at $\nu_{\rm iso}$. Code should treat $\Delta=0$ separately and put the full intensity in the cell containing $\nu_{\rm iso}$.

## Why the two edges differ

At the perpendicular edge $x=0$, and the slope $d\nu/dx=2\Delta x$ vanishes. A finite range of $x$ is compressed into a very small range of frequency, which makes the density diverge. At the parallel edge $x=1$, and the slope is $2\Delta$, which is finite. The density approaches $1/(2|\Delta|)$ and then drops to zero because $x$ can go no further.

The same calculation in $\theta$ shows what the solid angle contributes. From equation (2),

$$
\frac{d\nu}{d\theta}=-2\Delta\sin\theta\cos\theta ,
$$

which vanishes at both $\theta=0$ and $\theta=\pi/2$. On the folded range $0\le\theta\le\pi/2$ the weight is $\sin\theta\,d\theta$, so

$$
p=\frac{\sin\theta}{2|\Delta|\sin\theta\cos\theta}
=\frac{1}{2|\Delta|\cos\theta}.
$$

The factor $\sin\theta$ cancels the zero at the parallel edge. Few axes point close to the field, whereas a whole belt of axes lies near the plane perpendicular to it.

If a program samples $\theta$ uniformly and omits the factor $\sin\theta$, the folded weight is $2/\pi$ per radian. With $\cos\theta=\sqrt u$ and $\sin\theta=\sqrt{1-u}$, the result would be

$$
p_{\rm wrong}=\frac{2/\pi}{2|\Delta|\sin\theta\cos\theta}
=\frac{1}{\pi|\Delta|\sqrt{u(1-u)}},
$$

which diverges at both edges. A spurious peak at $\nu_\parallel$ in a simulated axial pattern is therefore a reason to inspect the orientation weights.

## Areas and moments

The fraction of crystallites between $\nu_\perp$ and $\nu$ is the length of the interval from $x=0$ to $x=\sqrt{u(\nu)}$. Since $x$ has unit density, this fraction is $\sqrt{u(\nu)}$. The difference between two such fractions is the cell weight $W_{ab}$. Over cells that cover the pattern, the differences telescope to $\sqrt1-\sqrt0=1$, so no later normalization is needed.

For a distance $\varepsilon\le|\Delta|$ from either edge, the fractions are

$$
F_\perp(\varepsilon)=\sqrt{\frac{\varepsilon}{|\Delta|}},\qquad
F_\parallel(\varepsilon)=1-\sqrt{1-\frac{\varepsilon}{|\Delta|}}
\simeq\frac{\varepsilon}{2|\Delta|}.
$$

The last form holds for $\varepsilon\ll|\Delta|$ and follows from $\sqrt{1-q}\simeq1-q/2$.

Refining the grid does not remove the relative error of the midpoint value at the perpendicular edge. Let a cell inside the pattern have one boundary at $\nu_\perp$ and width $h\le|\Delta|$. The density at its midpoint, times $h$, is

$$
\frac{h}{2\sqrt{|\Delta|h/2}}
=\frac{1}{\sqrt2}\sqrt{\frac{h}{|\Delta|}},
$$

whereas the correct content is $\sqrt{h/|\Delta|}$. The midpoint value is too small by the factor $1/\sqrt2$ for every such $h$. The missing area shrinks as $\sqrt h$, which is slow convergence. If $\nu_\perp$ falls inside a cell instead, the error depends on its position there, and the midpoint value can also be too large.

The moments follow from averages over $x$:

$$
\langle x^2\rangle=\int_0^1x^2dx=\frac13,\qquad
\langle x^4\rangle=\int_0^1x^4dx=\frac15 .
$$

The mean frequency is $\nu_\perp+\Delta/3=\nu_{\rm iso}$. The variance is

$$
\Delta^2\left(\frac15-\frac19\right)=\frac{4\Delta^2}{45}
=\frac{4}{45}\cdot\frac{9\delta^2}{4}=\frac{\delta^2}{5}.
$$

Half the crystallites have $x<1/2$, so the median frequency is $\nu_\perp+\Delta/4$. The isotropic offset is the centre of gravity of the pattern. It is neither the peak nor the midpoint between the edges.

## Worked example

Choose round model parameters: $\nu_0=100000$ kHz, $\nu_{\rm iso}=2$ kHz and $\delta=8$ kHz. Then

$$
\nu_\parallel=2+8=10\ \text{kHz},\qquad
\nu_\perp=2-4=-2\ \text{kHz},\qquad
\Delta=12\ \text{kHz}.
$$

The largest first-order frequency error is $12^2/(8\times100000)=1.8\times10^{-4}$ kHz. The largest tilt is $12/(2\times100000)=6\times10^{-5}$ rad, and its square gives a relative intensity loss of $3.6\times10^{-9}$. The action of the tensor on the radiofrequency field spreads the intensity by about $2\times12/100000=2.4\times10^{-4}$. The frequency error is negligible beside the 12 kHz width, and both intensity effects are negligible beside unity.

Equation (2) gives the frequencies below, and $p=1/(2|\Delta|x)$ gives the densities.

| $x=\cos\theta$ | $\nu$ / kHz | $p$ / kHz$^{-1}$ |
|---:|---:|---:|
| 0.10 | −1.88 | 0.4167 |
| 0.25 | −1.25 | 0.1667 |
| 0.50 | 1.00 | 0.0833 |
| 0.577 | 2.00 | 0.0722 |
| 0.75 | 4.75 | 0.0556 |
| 1.00 | 10.00 | 0.0417 |

For $x=0.5$, for instance, $\nu=-2+12\times0.25=1$ kHz and $p=1/(2\times12\times0.5)=0.0833$ kHz$^{-1}$. This is the median. The row at 2 kHz has $x=1/\sqrt3$, or $\theta=54.7^\circ$, where the anisotropic shift vanishes. The last row gives the step height.

The 1 kHz next to the perpendicular edge contains $\sqrt{1/12}=0.289$ of the intensity. The 1 kHz next to the parallel edge contains $1-\sqrt{11/12}=0.043$. The variance is $8^2/5=12.8$ kHz$^2$, and the standard deviation is 3.58 kHz.

The edge laws also show in how these fractions grow. When the window is widened from 0.01 to 0.04 kHz, $F_\perp$ grows by $\sqrt4=2$, while $F_\parallel$ grows by 4.0025, close to the factor 4 of a finite density. With the wrong uniform weight in $\theta$, the parallel fraction would be $(2/\pi)\arccos\sqrt{1-\varepsilon/|\Delta|}$. It would grow by 2.0008, close to the factor 2 of an inverse square-root divergence.

## Adding Gaussian broadening

Let each crystallite have a normalized Gaussian line $g_s$ of standard deviation $s$, the same for all orientations. The broadened pattern is the orientation average

$$
S(\nu)=\int_0^1 g_s\!\left(\nu-\nu_\perp-\Delta x^2\right)dx. \tag{3}
$$

This integrand is smooth, so equation (3) can be integrated without handling a singularity.

### The perpendicular peak

Measure frequency from $\nu_\perp$ into the pattern in units of $s$: $\nu=\nu_\perp+\operatorname{sgn}(\Delta)\,sz$. Also set $x=q\sqrt{s/|\Delta|}$, so that $|\Delta|x^2=sq^2$. With $\varphi(t)=e^{-t^2/2}/\sqrt{2\pi}$, the Gaussian becomes $\varphi(z-q^2)/s$, and

$$
S=\frac1s\sqrt{\frac{s}{|\Delta|}}\int_0^{\sqrt{|\Delta|/s}}\varphi(z-q^2)\,dq
\simeq\frac{K(z)}{\sqrt{|\Delta|s}},
\qquad
K(z)=\int_0^\infty\varphi(z-q^2)\,dq .
$$

Extending the upper limit is justified near this edge when $s\ll|\Delta|$, because the Gaussian is then negligible at the other end. The function $K$ contains no parameters. The peak height therefore scales as $s^{-1/2}$, and the displacement of the peak is a fixed multiple of $s$.

The direction of the displacement follows from

$$
K'(z)=\int_0^\infty(q^2-z)\,\varphi(z-q^2)\,dq .
$$

For $z\le0$ the integrand is non-negative and not identically zero, so $K$ is still rising. Its maximum must lie at positive $z$, inside the pattern.

For the example, equation (3) was evaluated by Gauss–Legendre quadrature with 1000 points in $x$, and the maximum was located numerically. For $s=0.1$ kHz the peak lies at −1.924 kHz with height 0.466 kHz$^{-1}$. For $s=0.4$ kHz it lies at −1.694 kHz with height 0.233 kHz$^{-1}$. Fourfold broadening halves the height, and the displacement is $0.765\,s$ in both cases. Reading the second peak as $\nu_\perp$ would misplace that edge by about 0.3 kHz.

### The parallel step

Let $y$ be the distance from $\nu_\parallel$ into the pattern. Then $u=1-y/|\Delta|$, and for small $y$

$$
p=\frac{1}{2|\Delta|}\left(1-\frac{y}{|\Delta|}\right)^{-1/2}
\simeq\frac{1}{2|\Delta|}\left(1+\frac{y}{2|\Delta|}\right).
$$

At $\nu_\parallel$ the Gaussian collects intensity from the side $y>0$. For $s\ll|\Delta|$ the integrals needed are

$$
\int_0^\infty g_s(y)\,dy=\frac12,\qquad
\int_0^\infty y\,g_s(y)\,dy=\frac{s}{\sqrt{2\pi}} .
$$

They give

$$
S(\nu_\parallel)\simeq\frac{1}{2|\Delta|}\left(\frac12+\frac{s}{2\sqrt{2\pi}\,|\Delta|}\right)
=\frac{1}{4|\Delta|}\left(1+\frac{s}{\sqrt{2\pi}\,|\Delta|}\right).
$$

The leading term is half the ideal step, here $1/48=0.02083$ kHz$^{-1}$. The quadrature gives 0.02090 kHz$^{-1}$ for $s=0.1$ kHz and 0.02112 kHz$^{-1}$ for $s=0.4$ kHz. The small excess comes from the rise of the density towards the perpendicular edge.

This correction is specific to a line with a finite first half-moment. For a Lorentzian the integral of $y\,g(y)$ to infinity diverges, so its correction needs a separate calculation. When parameters are extracted from a spectrum, it is safer to fit equation (3) with the appropriate line than to read $\nu_\perp$ from the maximum.

## Choosing an orientation grid

If equation (3) is summed with $N$ equally weighted midpoints in $x$, the spacing is $1/N$. Neighbouring frequencies then differ by about $2|\Delta|x/N$, which is largest at the parallel edge. Call this largest spacing $d=2|\Delta|/N$. Just inside the edge the lines are nearly equally spaced, so their sum is nearly periodic in $\nu$ with period $d$. Relative to the mean, the Fourier coefficient of the first harmonic is the Fourier transform of $g_s$ at $1/d$, namely $e^{-2\pi^2s^2/d^2}$, and the ripple has relative amplitude $2e^{-2\pi^2s^2/d^2}$. This is about 1.4% for $d=2s$ and $5\times10^{-9}$ for $d=s$. Ripples from the individual Gaussian lines are therefore negligible once

$$
\frac{2|\Delta|}{N}\lesssim s,\qquad N\gtrsim\frac{2|\Delta|}{s}.
$$

For $\Delta=12$ kHz and $s=0.1$ kHz, this means $N$ of about 240 or more. The criterion concerns ripples only, and the estimate applies several $s$ inside the edge. On the step itself the end error of the midpoint rule dominates. Relative to the step height it is about $(d^2/24)\max|g_s'|\approx0.01\,(d/s)^2$, since $\max|g_s'|=0.242/s^2$. In the example it is about 1% at $N=240$ and 0.3% at $N=480$, so it falls only as $1/N^2$, and the step shape should be checked by increasing $N$. Without broadening, the cell weights $W_{ab}$ avoid this requirement.

## Where the formula must be changed

If the axes are partly aligned, or if excitation or relaxation makes the intensity depend on $\theta$, the unit density in $x$ becomes a weight $w(x)$ on the folded range. The same change of variables gives

$$
p(\nu)=\frac{w(x)}{2|\Delta|x},\qquad x=\sqrt{u(\nu)} .
$$

The perpendicular divergence survives if $w(0)$ is finite and non-zero. It disappears if $w$ vanishes at least linearly at $x=0$. The parallel step has height $w(1)/(2|\Delta|)$ and disappears if $w(1)=0$. The edge shapes thus depend on the sample and the experiment as well as on the tensor.

If the tensor is not axial, the frequency also depends on the azimuth of the field in the tensor's principal frame. One variable no longer labels the frequency, and equation (1) does not apply. If several transitions contribute, each one that obeys equation (2) has its own $\nu_\perp$ and $\Delta$. Their patterns are added with the corresponding intensities.
